# Third-Order Clock Polarizability of Alkali Atoms and the Caesium Blackbody Shift, part 1

(Sections cited here and not found follow in the second part.)

## First half: the third-order polarizability

### A ratio to be explained

In a one-electron model of caesium the valence electron has a static polarizability of 447 atomic units. The two hyperfine levels of the ground state, whose separation defines the clock frequency, differ in polarizability by only 0.0208 atomic units, a fraction $4.7\times10^{-5}$. One might try to obtain this fraction from energy denominators alone. The polarizability comes mainly from the 6s–6p excitation, with a gap of 0.0526 hartree. The hyperfine splitting is $1.40\times10^{-6}$ hartree, so raising the ground level by that amount shrinks the gap by a fraction $2.7\times10^{-5}$. The fraction found is about 1.75 times as large.

The missing part is a change of the wave function. The hyperfine interaction shifts the ground level and also mixes other s states into it, and both effects enter at the same order: twice in the electric dipole interaction and once in the hyperfine interaction.

### Model and conventions

Atomic units are used in the derivation. The valence electron moves in a fixed effective potential, with Hamiltonian $H_0$. Its ground orbital, an s orbital, is labelled 0, with energy $E_0$. Other s orbitals are labelled $n$, and p orbitals are labelled $p$. Fine structure is neglected until its effect is estimated below.

A static field $\mathcal E$ along $z$ adds $\mathcal E z$ to the electron's energy, because the electron has charge $-1$. The nucleus has spin $\mathbf I$ and the electron spin $\mathbf S$. The magnetic hyperfine interaction is

$$
W=C\left[\frac{\mathbf L\cdot\mathbf I}{r^3}
+\frac{3(\mathbf S\cdot\hat{\mathbf r})(\mathbf I\cdot\hat{\mathbf r})-\mathbf S\cdot\mathbf I}{r^3}
+\frac{8\pi}{3}\delta(\mathbf r)\,\mathbf S\cdot\mathbf I\right].
$$

The constant $C$ contains the nuclear moment and is positive for caesium. The three terms are the orbital, spin-dipole and contact couplings.

For an s orbital write $\psi_n=u_n(r)/(r\sqrt{4\pi})$. Since $u_n(0)=0$, the value at the origin is $\psi_n(0)=u_n'(0)/\sqrt{4\pi}$. The contact term therefore has the elements

$$
\langle n|W|m\rangle=\frac{2C}{3}\,u_n'(0)u_m'(0)\,\mathbf I\cdot\mathbf S
=A\,w_{nm}\,\mathbf I\cdot\mathbf S ,
$$

$$
A=\frac{2C}{3}u_0'(0)^2,\qquad w_{nm}=\frac{u_n'(0)u_m'(0)}{u_0'(0)^2}.
$$

In particular $w_{00}=1$ and $w_{n0}=u_n'(0)/u_0'(0)$. The orbital and spin-dipole terms have no elements between two s orbitals: $\mathbf L$ gives zero on an s orbital, and the spin-dipole term has the angular dependence of a second-rank tensor, which averages to zero over directions.

With $\mathbf F=\mathbf I+\mathbf S$,

$$
\mathbf I\cdot\mathbf S=\tfrac12\left[F(F+1)-I(I+1)-\tfrac34\right].
$$

For $F=I+\frac12$, $F(F+1)=I^2+2I+\frac34$, so the value is $I/2$. For $F=I-\frac12$, $F(F+1)=I^2-\frac14$, so it is $-(I+1)/2$. The difference is $I+\frac12$, and to first order in $W$

$$
h\nu_0=A\left(I+\tfrac12\right).
$$

### The third-order operator

Without perturbation, all spin states of the ground orbital are degenerate. Let $P$ project on these states, let $Q=1-P$, and define $R=Q/(E_0-H_0)$. The total perturbation is $V=\mathcal E z+W$. Split an eigenstate into $\phi=P\psi$ and $\chi=Q\psi$, and let its energy be $E_0+\delta$. The two projections of the Schrödinger equation are

$$
\delta\,\phi=PV\phi+PV\chi,\qquad
(E_0-H_0)\chi=QV(\phi+\chi)-\delta\,\chi .
$$

Applying $R$ to the second equation gives $\chi=RV\phi+RV\chi-\delta R\chi$. Iterating once,

$$
\chi=RV\phi+RVRV\phi-R^2V\,\delta\phi+\dots
$$

In the last term $\delta\phi$ may be replaced by its first-order value $PV\phi$. Inserted in the first equation, this gives the third-order operator

$$
H^{(3)}=PVRVRVP-PVR^2V\,PVP .
$$

Now keep the terms with two factors $\mathcal E z$ and one $W$. The dipole operator changes parity, so $PzP=0$, and $PzR^2WP=0$ because $W$ preserves parity. What remains is

$$
H^{(3)}=\mathcal E^2P\left[zRzRW+WRzRz+zRWRz-zR^2z\,PW\right]P .
$$

The first two terms are called the top term, the third the centre term, and the last the normalization term. The minus sign of the last one records that probability moved into p states no longer feels the ground-state hyperfine energy.

### Isotropic field

In isotropic radiation the field components satisfy $\langle\mathcal E_i\mathcal E_j\rangle=\delta_{ij}\langle\mathcal E^2\rangle/3$. Each pair of factors $z\dots z$ is thus replaced by $\frac13\sum_i x_i\dots x_i$. This selects the scalar polarizability. For one fixed field direction there is also a tensor part, which depends on the magnetic quantum number.

The replacement removes one contribution to the top term. The spin-dipole coupling connects s to d orbitals, but $\frac13\sum_i x_iRx_i$ is unchanged by orbital rotations and cannot bring a d orbital back to an s orbital. Only s orbitals need to be kept next to $W$ in this term.

Let $z_{np}$ be the element of $z$ between s orbital $n$ and the $m=0$ orbital of the shell $p$. The angular integral of $\cos\theta$ is $1/\sqrt3$, so

$$
z_{np}=\frac1{\sqrt3}\int_0^\infty u_n\,r\,u_p\,dr .
$$

With Cartesian p orbitals, $x_i$ connects an s orbital only to $p_i$, with this same element. Each direction gives an equal contribution, and the factor $\frac13$ cancels the sum over three directions. The top and normalization terms become

$$
\langle\mathcal E^2\rangle A\,\mathbf I\cdot\mathbf S
\left[2\sum_p\sum_{n\ne0}\frac{z_{0p}z_{pn}w_{n0}}{(E_0-E_p)(E_0-E_n)}
-\sum_p\frac{z_{0p}^2}{(E_0-E_p)^2}\right].
$$

The factor 2 comes from the two orderings in the top term. Reversing the sign of $E_0-E_p$ in the first sum and taking out $-\frac12$ gives

$$
\delta E_F=-\tfrac12\,\beta\,\langle\mathcal E^2\rangle\,A\,\mathbf I\cdot\mathbf S,
\qquad \beta=\beta_T+\beta_R,
$$

$$
\beta_T=4\sum_p\sum_{n\ne0}\frac{z_{0p}z_{pn}w_{n0}}{(E_p-E_0)(E_0-E_n)},\qquad
\beta_R=2\sum_p\frac{z_{0p}^2}{(E_p-E_0)^2}.
$$

A polarizability is defined by the energy $-\frac12\alpha_F\langle\mathcal E^2\rangle$. The hyperfine part of $\alpha_F$ is thus $\beta A\,\mathbf I\cdot\mathbf S$. Subtracting the lower level from the upper one,

$$
\Delta\alpha=\beta A\left(I+\tfrac12\right)=h\nu_0\,\beta .
$$

The transition energy changes by $-\frac12\Delta\alpha\langle\mathcal E^2\rangle$, and hence

$$
\frac{\delta\nu}{\nu_0}=-\tfrac12\,\beta\,\langle\mathcal E^2\rangle .
$$

The nuclear spin and moment have cancelled. Within this model and at this order, isotopes with the same electronic orbitals have the same fractional shift.

### Why the centre term vanishes without fine structure

The centre term contains the hyperfine interaction between p orbitals. After the directional average it is proportional to $\sum_i\langle p_i|W|p_i'\rangle$, where the prime allows a different radial function.

The contact part is zero because p orbitals vanish at the nucleus. The orbital part is zero because each component of $\mathbf L$ has zero trace over the three p orbitals. For the spin-dipole part, the angular densities add up to a sphere: $\sum_i(3/4\pi)\hat r_i^2=3/4\pi$. Therefore

$$
\sum_i\langle p_i|3\hat r_a\hat r_b-\delta_{ab}|p_i\rangle
=3\delta_{ab}-3\delta_{ab}=0 .
$$

Each coupling is present for individual p orbitals, and it is the sum over directions that removes it.

These angular steps, except the removal of the d-orbital path, which needs a d shell, were tested by diagonalizing a model with 6s, 7s and 6p orbitals, electron spin and $I=\frac72$, 80 states in all, in a finite field along one direction. The p-shell coupling was made as large as $A$, so that a surviving scalar centre term would show. Averaging the energies over all magnetic substates of each level removes the tensor part, which has zero trace. The shift of the averaged splitting gives $\beta=13159.6$; the formula restricted to these orbitals gives 13160.8. The upper level was also found to split, as the tensor part requires.

### The small term restored by fine structure

Let the p shell have the spin–orbit energy $\xi\,\mathbf L\cdot\mathbf S$, and write $\Delta=E_p-E_0$ for its mean excitation energy. To first order in $\xi$,

$$
R=\frac{1}{-\Delta-\xi\mathbf L\cdot\mathbf S}
\simeq-\frac1\Delta+\frac{\xi\,\mathbf L\cdot\mathbf S}{\Delta^2}.
$$

Denote $C\langle r^{-3}\rangle$ in this shell by $a_p$. In the product $RWR$, the part linear in $\xi$ is $-(\xi/\Delta^3)$ times $(\mathbf L\cdot\mathbf S)W+W(\mathbf L\cdot\mathbf S)$. For three p orbitals $\mathrm{Tr}(L_aL_b)=2\delta_{ab}$, so the orbital coupling gives $2a_p\mathbf S\cdot\mathbf I$ from each ordering. The spin-dipole coupling gives nothing at this order: its orbital matrices are symmetric in the Cartesian basis, those of $\mathbf L$ are antisymmetric, and the trace of such a product is zero. The directional average supplies $z_{0p}^2/3$, so the energy is

$$
-\frac{4}{3}\,\frac{a_p\,\xi\,z_{0p}^2}{\Delta^3}\,
\langle\mathcal E^2\rangle\,\mathbf S\cdot\mathbf I .
$$

Comparison with $-\frac12\beta_CA\langle\mathcal E^2\rangle\mathbf I\cdot\mathbf S$ gives

$$
\beta_C\simeq\frac83\,\frac{a_p}{A}\,\frac{\xi z_{0p}^2}{\Delta^3}.
$$

The estimate for caesium follows in the second half.

### Occupied orbitals in the sums

The potential of a heavy alkali atom also has occupied s and p orbitals. It may seem that they must be left out of the sums, since the valence electron cannot enter them. For independent electrons in a fixed potential, however, the energy of the determinant is the sum of the perturbed orbital energies. Each orbital energy is found from the complete one-electron Hamiltonian, with all other orbitals as intermediate states.

The closed shells add nothing linear in $W$. Terms linear in $\mathbf S$ cancel between the two spin directions. The orbital coupling would require an energy $\mathbf I\cdot\mathbf v$ with a vector $\mathbf v$ left over after summing a full shell, and isotropic radiation provides no such vector. The clock shift is therefore that of the valence orbital alone, with occupied orbitals retained in its sums.

### The same result as a derivative

Add $\lambda w$ to the s-wave Hamiltonian, where $w$ has the elements $w_{nm}$. Then $dE_0/d\lambda=w_{00}=1$ at $\lambda=0$. First-order perturbation theory for the orbital gives

$$
\frac{dz_{0p}}{d\lambda}=\sum_{n\ne0}\frac{w_{n0}z_{np}}{E_0-E_n}.
$$

The polarizability without hyperfine coupling is $\alpha=2\sum_pz_{0p}^2/(E_p-E_0)$. Differentiating the numerator gives $\beta_T$. Differentiating the denominator, with $d(E_p-E_0)^{-1}/d\lambda=(E_p-E_0)^{-2}$, gives $\beta_R$. Thus

$$
\beta=\frac{d\alpha}{d\lambda}\bigg|_{0}.
$$

A hyperfine level has $\lambda=A\,\mathbf I\cdot\mathbf S$, which returns the earlier result. The normalization term is the change of the gap, and the top term is the change of the wave function. These are the two effects distinguished at the start.

## Second half: meaning, caesium and thermal radiation

### Results carried over

The ground s orbital is labelled 0, other s orbitals $n$, and p orbitals $p$. The dipole elements are $z_{np}$, and $w_{n0}=u_n'(0)/u_0'(0)$ compares slopes of the reduced radial functions at the nucleus. In a field $\mathcal E$ with isotropic directions,

$$
\frac{\delta\nu}{\nu_0}=-\tfrac12\beta\langle\mathcal E^2\rangle,\qquad
\Delta\alpha=h\nu_0\beta,\qquad \beta=\beta_T+\beta_R,
$$

where $\Delta\alpha$ is upper minus lower level. The top term $\beta_T$ describes mixing of s orbitals, and $\beta_R=2\sum_pz_{0p}^2/(E_p-E_0)^2$ describes the changed gap. Together they are the derivative of the polarizability $\alpha$ with respect to the strength $\lambda$ of a contact perturbation, scaled so that $dE_0/d\lambda=1$. Fine structure adds a centre term $\beta_C$, which is of first order in the spin–orbit energy $\xi$, and changes $\beta_T$ and $\beta_R$ at second order.

### Short range is what matters

Suppose an s-wave perturbation acts only very near the nucleus. Outside its range the valence orbital obeys the unperturbed radial equation at a shifted energy. It must also decay at large distance, which fixes its shape there as a function of energy. Its amplitude follows from normalization. If the inner region contributes little to the normalization and dipole integrals, the perturbation affects $\alpha$ through $E_0$ alone, and $\beta$ is $d\alpha/dE_0$ for any such perturbation.

For caesium this was tested by diagonalizing the perturbed Hamiltonian again. A contact perturbation gives 14905.5 atomic units. A smooth Gaussian perturbation of width parameter 0.02 bohr gives 14905.3, and the sum over states gives 14905.4.

This also explains why a nonrelativistic calculation can be useful for a heavy atom. Relativity strongly changes the hyperfine coupling near the nucleus. To the extent that it multiplies the coupling of all relevant s orbitals by a common factor, the factor cancels in $w_{n0}$. That is an argument for a small error, and its size was not computed here.

The fractional clock shift in an isotropic field is $-\frac12\beta\langle\mathcal E^2\rangle$, where $\beta$ combines the changed energy gap with the mixing of s orbitals and equals the derivative of the polarizability with respect to a contact perturbation. It remains to interpret $\beta$ through the electron density at the nucleus, to check it for hydrogen, and to evaluate it for caesium in thermal radiation.
